# Shear anisotropy of a bcc lattice of point ions

## Problem

Ions of charge $q$ sit on a bcc lattice with volume $\Omega=1/n$ per ion. A background of opposite charge makes the crystal neutral. It is rigid: it stays uniform and does not respond to individual ions, though its density follows the cell volume. The ions are at rest. Write $K=q^2/(4\pi\varepsilon_0)$ and define the ion-sphere radius $a$ by $4\pi a^3/3=\Omega$.

1. Write the energy per ion as two rapidly convergent sums.
2. Find $C'=(C_{11}-C_{12})/2$, $C_{44}$ and the Zener ratio $A=C_{44}/C'$, which is 1 for an isotropic solid.
3. Show that the lattice energy fixes one combination of $C'$ and $C_{44}$.
4. Evaluate both constants for $q=e$ and a cubic edge $L=0.43$ nm.

## Hints

- **Part 1.** Split $1/r$ into $\mathrm{erfc}(\eta r)/r$ and $\mathrm{erf}(\eta r)/r$. Sum the second piece in reciprocal space.
- **Part 2.** The lattice alone is under pressure, so keep the volume fixed to second order. The matrix $e^{tS}$ with $\mathrm{tr}\,S=0$ has determinant 1.
- **Part 2.** Shears along the cube axes and along the face diagonals differ by a 45° rotation.
- **Part 3.** Average the second derivative over all orientations of the shear, and compare with a uniform dilation.

## Solution

### 1. The energy

Ion–ion, ion–background and background–background terms carry the weights $\tfrac12$, $-1$ and $+\tfrac12$, so

$$U=\frac K2\Big[\sum_{\mathbf R\neq0}\frac1R-\frac1\Omega\int\frac{d^3r}{r}\Big].$$

Each part diverges. The difference is defined by replacing $1/r$ with $e^{-\kappa r}/r$ and letting $\kappa\to0$, which excludes a macroscopic field.

The short-range piece converges directly. Its background integral is $4\pi\int_0^\infty r\,\mathrm{erfc}(\eta r)\,dr=\pi/\eta^2$.

For the smooth piece, add the missing $\mathbf R=0$ term, $\lim_{r\to0}\mathrm{erf}(\eta r)/r=2\eta/\sqrt\pi$, and subtract it again. Poisson summation turns the full sum into $\Omega^{-1}\sum_{\mathbf G}4\pi e^{-G^2/4\eta^2}/G^2$, whose $\mathbf G=0$ term cancels the background integral. Hence

$$U=\frac K2\Big[\sum_{\mathbf R\ne0}h(R)+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}g(G)-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2\Omega}\Big],$$

$$h(r)=\frac{\mathrm{erfc}(\eta r)}r,\qquad g(k)=\frac{e^{-k^2/4\eta^2}}{k^2}.$$

Since $\eta$ only splits an identity, $U$ does not depend on it. For bcc the sums give $U=-0.895929\,K/a$.

### 2. The shear constants

**Strain energy.** Deform with $F=e^{tS}$, where $S$ is symmetric and traceless. The isotropic stress does no work at fixed volume. For traceless strain $\epsilon=tS$, cubic symmetry leaves the energy density

$$W=C'\sum_i\epsilon_{ii}^2+2C_{44}\sum_{i<j}\epsilon_{ij}^2 .$$

Choose $S=\mathrm{diag}(1,-1,0)$ for $C'$, and $S_{xy}=S_{yx}=1$ with all other elements zero for $C_{44}$. Then $W=2Ct^2$ in both cases. Since $W=U''(0)t^2/(2\Omega)$,

$$C=\frac{U''(0)}{4\Omega}.$$

**Second derivative of one term.** Under the strain, $r^2=\mathbf R\cdot e^{2tS}\mathbf R$. At $t=0$ its first derivative is $2\,\mathbf R\cdot S\mathbf R$ and its second is $4\,\mathbf R\cdot S^2\mathbf R$, so

$$r'=\frac{\mathbf R\cdot S\mathbf R}{r},\qquad r''=\frac{2\,\mathbf R\cdot S^2\mathbf R-r'^2}{r}.$$

Inserting these in $f''=f_{rr}r'^2+f_r r''$ gives

$$\frac{d^2f}{dt^2}=\Big(f_{rr}-\frac{f_r}{r}\Big)\frac{(\mathbf R\cdot S\mathbf R)^2}{r^2}+\frac{2f_r}{r}\,\mathbf R\cdot S^2\mathbf R .$$

Because $\mathbf G\cdot\mathbf R$ is unchanged, $\mathbf G\to e^{-tS}\mathbf G$. The second derivative is even in $S$, so the same formula serves for $g(G)$. The last two terms of $U$ are constant at fixed volume.

**Sum over a shell.** For both shears $\mathbf R\cdot S^2\mathbf R=X^2+Y^2$, with shell average $2r^2/3$. Let $m$ be the shell average of $(\mathbf R\cdot S\mathbf R)^2/r^4$, that is, of $(X^2-Y^2)^2/r^4$ for $C'$ and of $4X^2Y^2/r^4$ for $C_{44}$. Set $a=K=1$ and $C=c\,nK/a$. The factor $\tfrac12$ in $U$ and the $\tfrac14$ in $C$ give $\tfrac18$, so a real-space shell of $N$ ions contributes

$$\frac N8\Big[m\,(r^2h_{rr}-rh_r)+\frac43\,rh_r\Big].$$

A reciprocal shell has $g$ and $k$ in place of $h$ and $r$, and an extra factor $4\pi/\Omega=3$. The derivatives needed are

$$h_r=-\frac{\mathrm{erfc}(\eta r)}{r^2}-\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r},$$

$$h_{rr}=\frac{2\,\mathrm{erfc}(\eta r)}{r^3}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\Big(\frac2{r^2}+2\eta^2\Big),$$

$$g_k=-pg,\quad g_{kk}=g\Big(p^2-\frac1{2\eta^2}+\frac2{k^2}\Big),\quad p=\frac{k}{2\eta^2}+\frac2k .$$

With $\eta a=1$ a few shells suffice:

| shell | $N$ | length | part of $c'$ | part of $c_{44}$ |
|---|---|---|---|---|
| $R$ | 8 | 1.7589 | −0.07796 | 0.14067 |
| $R$ | 6 | 2.0310 | 0.08536 | −0.02025 |
| $R$ | 12 | 2.8722 | 0.00083 | 0.00228 |
| $R$ | 24 | 3.3680 | 0.00031 | 0.00016 |
| $G$ | 12 | 4.3751 | 0.01483 | 0.05994 |
| $G$ | 6 | 6.1873 | 0.00112 | −0.00012 |
| rest | | | 0.00001 | 0.00008 |

The totals are $c'=0.02449$ and $c_{44}=0.18277$, so

$$A=\frac{0.18277}{0.02449}=7.46 .$$

Charge and density cancel from this ratio.

The nearest neighbours lie along $\langle111\rangle$, where $X^2=Y^2$. They have $m=0$ for $C'$, and only the negative term $\tfrac43rh_r$ remains. For $C_{44}$ they have $m=4/9$ and give the largest part at $\eta a=1$. At that $\eta$ the second neighbours slightly outweigh the first in $c'$.

These shell parts do not explain the anisotropy, because the division among shells depends on $\eta$; only the totals do not. For the bare interaction $h=1/r$, for example, $r^2h_{rr}-rh_r=3/r$ and $rh_r=-1/r$. The first-shell bracket for $C_{44}$ is then $\tfrac49\cdot\tfrac3r-\tfrac4{3r}=0$.

**A picture of the soft shear.** Stretch the crystal at fixed volume by $e^s$ along one axis and $e^{-s/2}$ across it. From $W$, the energy per ion starts as $\tfrac32C'\Omega s^2$ along [001] and $\tfrac32C_{44}\Omega s^2$ along [111].

The first path reaches fcc when the axial ratio is $e^{3s/2}=\sqrt2$, or $s=0.231$. The second reaches simple cubic when $e^{3s/2}=2$, or $s=0.462$. For the example of part 4, fcc lies 0.38 meV per ion above bcc, behind a barrier of 0.98 meV found by scanning the path. Simple cubic lies 108 meV above bcc. The end points have different $s$, so these energies illustrate the anisotropy but do not measure it.

### 3. What the lattice energy fixes

Average over rotations of $S$, with $\mathrm{tr}\,S=0$ and $\mathrm{tr}\,S^2=2$. From $\langle v_iv_jv_kv_l\rangle=\tfrac{r^4}{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$,

$$\langle(\mathbf v\cdot S\mathbf v)^2\rangle=\frac{2\,\mathrm{tr}\,S^2}{15}r^4=\frac4{15}r^4,\qquad\langle\mathbf v\cdot S^2\mathbf v\rangle=\frac23r^2 .$$

The second derivative of $f$ therefore averages to

$$\frac4{15}(r^2f_{rr}+4rf_r)=\frac4{15}(\vartheta^2+3\vartheta)f,\qquad\vartheta=r\frac{d}{dr}.$$

For $h(R)$, $\vartheta$ is also $\lambda\,d/d\lambda$ for a uniform dilation $R\to\lambda R$. The other terms of $U$ obey the same rule:

- A reciprocal term scales as $T=\lambda^{-3}g(k/\lambda)$. With $\vartheta_k=k\,d/dk$, $(\vartheta+3)T=-\lambda^{-3}\vartheta_kg$. Applying $\vartheta$ again gives $\lambda^{-3}(\vartheta_k^2+3\vartheta_k)g$, as required.
- The constant term gives 0. The term in $1/\Omega\propto\lambda^{-3}$ gives $9-9=0$. Both agree with their zero response to shear.

So $\langle U''\rangle=\tfrac4{15}(\vartheta^2+3\vartheta)U$ for the whole energy. Since $U\propto1/\lambda$, $\vartheta^2+3\vartheta=1-3=-2$, and $\langle U''\rangle=-\tfrac8{15}U$.

On the elastic side, each diagonal element has $\langle S_{ii}^2\rangle=4/15$, so the three sum to $4/5$. The off-diagonal part of $\mathrm{tr}\,S^2$ is then $2-4/5=6/5$. Thus $\langle W\rangle=(\tfrac45C'+\tfrac65C_{44})t^2$. Setting this equal to $-\tfrac4{15}(U/\Omega)t^2$ and multiplying by $5/2$,

$$2C'+3C_{44}=-\frac23\frac U\Omega .$$

In reduced units both sides are 0.59729. An isotropic solid with this energy would have both constants at $0.59729/5=0.119$; the bcc lattice moves stiffness from $C'$ to $C_{44}$.

### 4. Numbers and the real case

The density is $n=2/L^3=25.16\ \mathrm{nm^{-3}}$ and $a=L/2.03098=0.2117$ nm. Then $K/a=6.801$ eV and $nK/a=27.41$ GPa, so

$$C'=0.02449\times27.41=0.671\ \mathrm{GPa},\qquad C_{44}=0.18277\times27.41=5.01\ \mathrm{GPa}.$$

These parameters are roughly those of a bcc alkali metal. Such metals are strongly anisotropic, with $A$ very roughly 6 to 9. That similarity does not by itself validate a rigid background. Variation 2 shows that screening changes the result strongly for bare point ions, and that the constants return near these values only when the ion core is included. Nor does the result carry over to every bcc metal. Tungsten is nearly isotropic, and the model leaves out the bonding by its d electrons, so 7.46 must not be used for it.

Thermal motion is also neglected. Near its site an ion sees a potential energy whose Laplacian comes from the background alone, $4\pi nK=3K/a^3$, or $K/a^3$ per direction. In the classical harmonic crystal the displacements have a joint Gaussian distribution, and fixing some Gaussian variables never raises the variance of another. Holding all other ions at their sites can therefore only reduce the mean-square displacement, so at 300 K

$$u_{\rm rms}\ge a\sqrt{3/\Gamma},\qquad\Gamma=\frac{K}{ak_BT}=263 .$$

The bound is 0.023 nm, or 6% of the neighbour distance. It is not tight: averaging over all the harmonic modes of the same model gives about 0.047 nm, or 13%. The resulting change in $A$ is not computed here.

## Variation 1: a strain that changes the volume

*Replace $e^{tS}$ by $1+tS$, with $S=\mathrm{diag}(1,-1,0)$. What apparent $C'$ follows?*

Now $\det F=1-t^2$. Since $U\propto\Omega^{-1/3}$, the energy gains $Ut^2/3$, which adds $2U/3$ to $U''$ and $U/(6\Omega)$ to $C$. The second-order change of shape adds nothing at this order, because cubic symmetry makes the first derivative of $U$ vanish at fixed volume. In reduced units

$$0.02449-\frac{0.89593}{6}=-0.1248 .$$

The negative sign is not a shear instability. It is work done by the electrostatic pressure $P=-dU/d\Omega=U/(3\Omega)=-8.19$ GPa. In a metal, electronic terms must balance this pressure. Any that depend on volume alone leave the fixed-volume shear constants unchanged.

## Variation 2: electrons that respond

*Let the background screen the ions in the Thomas–Fermi approximation. What happens to $A$?*

For $q=e$, a potential $\phi$ changes the electron density by $(dn/dE_F)\,e\phi$. Poisson's equation then gives a potential proportional to $e^{-\kappa r}/r$, with

$$\kappa^2=4\pi K\frac{dn}{dE_F}=\frac{6\pi nK}{E_F},\qquad(\kappa a)^2=\frac92\,\frac{K/a}{E_F},$$

where $n\propto E_F^{3/2}$ and $n=3/(4\pi a^3)$ were used. In linear response the strain-dependent energy at fixed volume is $\tfrac K2\sum_{\mathbf R\neq0} e^{-\kappa R}/R$. The derivative formula of part 2 applies with $f=e^{-\kappa r}/r$, and the sum converges in real space.

Direct summation gives $A=7.61$ at $\kappa a=0.5$ and 8.05 at $\kappa a=1$. For the example, the free-electron formula $E_F=\hbar^2(3\pi^2n)^{2/3}/(2m_e)$ gives $E_F=3.131$ eV, and $\kappa a=\sqrt{4.5\times6.801/3.131}=3.13$. Then $C'$ falls to 0.043 GPa, $C_{44}$ to 0.74 GPa, and $A$ rises to about 17.

For bare point ions at metallic density, screening is therefore a large effect, and 7.46 belongs to the limit $\kappa a\ll1$. The value 17 is not a prediction for a metal either. Thomas–Fermi theory overstates screening at short wavelengths and misses how quickly the response falls near $k=2k_F$, where $k_F$ is the Fermi wavevector. The first reciprocal shell lies about 14% above that point. With the Lindhard response of free electrons instead, linear response for the same bare ions gives $C'\approx-1.2$ GPa and $C_{44}\approx-3.0$ GPa, so in this approximation the bcc lattice would be unstable to shear. These values omit exchange and correlation in the screening; a Hubbard local-field factor moves them to about $-1.6$ and $-4.6$ GPa. Real ions also have cores, which weaken their attraction for the electrons. An empty core of radius $r_c$ multiplies the electron–ion potential by $\cos kr_c$. With the Lindhard response and $r_c=1.7$ to $1.8$ bohr, about the size used for sodium, the lattice is stable again, with $C'\approx0.5$ to $0.6$ GPa and $C_{44}\approx5.1$ to $5.7$ GPa, near the rigid-background values. The ratio stays sensitive to the core: $A\approx13$ at 1.6 bohr and about 8 at 2.0 bohr.

The same sums give a route to part 2 without Ewald's splitting. A fourth-degree polynomial in $\kappa^2$ through $\kappa a=0.5,0.7,0.9,1.1,1.3$ extrapolates to $c'=0.02449$ and $c_{44}=0.18277$ at $\kappa=0$.
